# The band gap of Bernal bilayer graphene under a layer bias: a numerical check

```python
# Result under test: the minimal four-band model of Bernal bilayer graphene has
# the gap  Eg = U*g1/sqrt(U^2 + g1^2).
# U  : difference of electron potential energy between the layers (eV)
# g1 : interlayer dimer coupling (eV);  g0 : in-plane hopping (eV)
# p  : modulus of the in-plane matrix element, hbar*v*q near the K point (eV)
# g3, g4 : skew interlayer hoppings (eV);  shift : dimer site energy (eV)
# Basis: A1, B1 (layer at +U/2), A2, B2 (layer at -U/2); dimer is B1-A2.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit

U, g1 = 0.25, 0.39
g0, a, d = 3.1, 0.246, 0.335           # rough typical values; lengths in nm
g3, g4, shift = 0.3, 0.14, 0.02        # rough typical values
hv = np.sqrt(3) / 2 * a * g0           # eV nm
kT = const.k * 300 / const.e           # eV
K = np.array([4 * np.pi / (3 * a), 0.0])


def hamiltonian(f, u, c1, c0=1.0, c3=0.0, c4=0.0, s=0.0):
    """Four-band matrix; f is the complex in-plane structure factor."""
    f = np.asarray(f, dtype=complex)
    h = np.zeros(f.shape + (4, 4), dtype=complex)
    upper = {(0, 1): -c0 * f, (0, 2): c4 * f, (0, 3): -c3 * f.conj(),
             (1, 2): c1 + 0 * f, (1, 3): c4 * f, (2, 3): -c0 * f}
    for (i, j), value in upper.items():
        h[..., i, j] = value
        h[..., j, i] = np.conj(value)
    for i, value in enumerate((u / 2, u / 2 + s, -u / 2 + s, -u / 2)):
        h[..., i, i] = value
    return h


def structure(kx, ky):
    return (np.exp(1j * ky * a / np.sqrt(3))
            + 2 * np.exp(-0.5j * ky * a / np.sqrt(3)) * np.cos(kx * a / 2))


def branches(p, u, c1):
    """Closed-form inner and outer positive energies."""
    mean = c1**2 / 2 + u**2 / 4 + p**2
    root = np.sqrt(c1**4 / 4 + p**2 * (c1**2 + u**2))
    return np.sqrt(np.maximum(mean - root, 0)), np.sqrt(mean + root)


def gap_formula(u, c1):
    return u * c1 / np.sqrt(u**2 + c1**2)


# --- secular polynomial and completed square, symbolically
E, us, cs, ps = sp.symbols('E u c p', positive=True)
Hs = sp.Matrix([[us/2, ps, 0, 0], [ps, us/2, cs, 0],
                [0, cs, -us/2, ps], [0, 0, ps, -us/2]])
secular = ((E**2 - cs**2/2 - us**2/4 - ps**2)**2
           - cs**4/4 - ps**2*(cs**2 + us**2))
assert sp.expand((E*sp.eye(4) - Hs).det() - secular) == 0
root_s = sp.Symbol('s', positive=True)
S = cs**2 + us**2
x_of_s = (root_s**2 - cs**4/4) / S
assert sp.simplify(cs**2/2 + us**2/4 + x_of_s - root_s
                   - us**2*cs**2/(4*S) - (root_s - S/2)**2/S) == 0

# --- bands by diagonalization for random parameters and random phases
rng = np.random.default_rng(4)
for _ in range(40):
    p, u, c1 = rng.uniform(0.02, 1.0, 3)
    f = p * np.exp(2j * np.pi * rng.random())
    lo, hi = branches(p, u, c1)
    assert np.allclose(np.linalg.eigvalsh(hamiltonian(f, u, c1)),
                       [-hi, -lo, lo, hi], atol=1e-10)

# --- gap by numerical minimization of diagonalized bands
table = []
for u in (0.05, 0.10, 0.25, 0.50, 1.00, 8.00):
    def direct_gap(p):
        e = np.linalg.eigvalsh(hamiltonian(p, u, g1))
        return e[2] - e[1]
    found = minimize_scalar(direct_gap, bounds=(0, 2*u), method='bounded',
                            options={'xatol': 1e-9})
    assert abs(found.fun - gap_formula(u, g1)) < 1e-8
    p_ring = u/2 * np.sqrt((2*g1**2 + u**2) / (g1**2 + u**2))
    assert abs(found.x - p_ring) < 1e-5 * max(1, u)
    table.append((u, found.fun))
assert abs(table[0][1] / 0.05 - 1) < 0.01      # small U: gap near U
assert abs(table[-1][1] / g1 - 1) < 0.01       # large U: gap near g1
gap = gap_formula(U, g1)
assert round(gap, 2) == 0.21
p0 = U/2 * np.sqrt((2*g1**2 + U**2) / (g1**2 + U**2))
at_K = branches(0.0, U, g1)


# --- lattice bands: band edges near K and over the whole zone
def polar_bands(q, nt, u, c3=0.0, c4=0.0, s=0.0):
    t = 2 * np.pi * np.arange(nt) / nt
    qq, tt = np.meshgrid(q, t, indexing='ij')
    f = structure(K[0] + qq*np.cos(tt), K[1] + qq*np.sin(tt))
    return np.linalg.eigvalsh(hamiltonian(f, u, g1, g0, c3, c4, s))


def edges(c3, c4, s, nq=160, nt=96):
    e = polar_bands(np.linspace(0, 0.8, nq + 1), nt, U, c3, c4, s)
    return e[..., 2].min(), e[..., 1].max(), (e[..., 2] - e[..., 1]).min()


frac = np.arange(240) / 240
m1, m2 = np.meshgrid(frac, frac)
zone_f = structure(2*np.pi/a*(m1 + m2), 2*np.pi/(a*np.sqrt(3))*(m1 - m2))
lattice_gap = {}
for name, pars in {'none': (0, 0, 0), 'g3': (g3, 0, 0), 'g4': (0, g4, 0),
                   'shift': (0, 0, shift), 'all': (g3, g4, shift)}.items():
    cmin, vmax, direct = edges(*pars)
    lattice_gap[name] = cmin - vmax
    if name in ('none', 'all'):
        zone = np.linalg.eigvalsh(hamiltonian(zone_f, U, g1, g0, *pars))
        assert zone[..., 2].min() > cmin - 5e-5
        assert zone[..., 1].max() < vmax + 5e-5
assert abs(lattice_gap['none'] - gap) < 5e-5
cmin2, vmax2, direct2 = edges(g3, g4, shift, 320, 192)
mesh_shift = (cmin2 - vmax2) - lattice_gap['all']
assert abs(mesh_shift) < 1e-4
assert abs(lattice_gap['all'] / gap - 1) < 0.15


# --- thermal electrons at 300 K, Fermi level at mid-gap
def thermal_density(u):
    def integrand(p):
        return p * sum(expit(-e / kT) for e in branches(p, u, g1))
    return 4 / (2*np.pi*hv**2) * quad(integrand, 0, 2.0, limit=200,
                                      points=[0.1, 0.2, 0.5])[0]


dq = 1.2 / 240
q_mid = (np.arange(240) + 0.5) * dq
n_thermal = {}
for u in (0.0, U):
    n_thermal[u] = thermal_density(u)
    occ = expit(-polar_bands(q_mid, 48, u)[..., 2:] / kT).sum(-1).mean(1)
    n_lattice = 4 / (2*np.pi) * np.sum(q_mid * occ) * dq
    assert abs(n_lattice / n_thermal[u] - 1) < 0.02

# --- mid-gap decay constant at normal incidence
M = np.kron(np.eye(2), np.array([[0, 1], [1, 0]]))
complex_p = np.linalg.eigvals(-M @ hamiltonian(0.0, U, g1))
decay_p = abs(np.sqrt(U**2/4 + 0.5j*g1*U).imag)
assert np.allclose(np.abs(complex_p.imag), decay_p, atol=1e-9)
decay = decay_p / hv
channel = 20.0
tunnel = np.exp(-2 * decay * channel)


# --- charge moved to the low-energy layer by the filled bands
def excess_low(p):
    vec = np.linalg.eigh(hamiltonian(p, U, g1))[1][..., :, :2]
    return (np.abs(vec[..., 2:, :])**2).sum((-1, -2)) - 1


p_test = np.array([0.03, 0.1, 0.2, 0.5, 1.5])
h = 1e-5
slope = (sum(branches(p_test, U+h, g1)) - sum(branches(p_test, U-h, g1)))/(2*h)
assert np.allclose(excess_low(p_test), slope, atol=1e-7)


def charge_transfer(n):
    t, w = np.polynomial.legendre.leggauss(n)
    t, w = (t + 1) / 2, w / 2
    p = 0.3 * t / (1 - t)
    part = 4/(2*np.pi*hv**2) * w * 0.3/(1 - t)**2 * p * excess_low(p)
    return part.sum(), part[p > 3.0].sum()


n_s, n_tail = charge_transfer(160)
n_s_shift = charge_transfer(80)[0] - n_s
assert n_s > 0 and abs(n_s_shift / n_s) < 1e-4

# --- displacement field (as D/eps0, V/nm) and insulator field
e_eps = const.e / const.epsilon_0 * 1e9        # V nm
D = {eps: eps*U/d + e_eps*n_s for eps in (1, 2)}
sheets = ((-d/2, -n_s), (d/2, n_s))            # position, charge number
inner_field = D[1] + sum(e_eps/2*c*np.sign(0 - z) for z, c in sheets)
assert abs(inner_field * d - U) < 1e-10        # superposed sheet fields
insulators = (('high-k', 20.0, 4.0), ('low-k', 3.9, 10.0))
assert 10 * D[2] / 20.0 < 4.0

print(f"layer energy difference U = {U:.3f} eV")
print(f"dimer coupling g1 = {g1:.3f} eV")
print(f"in-plane hopping g0 (rough) = {g0:.2f} eV")
print(f"lattice constant a (rough) = {a:.3f} nm")
print(f"layer spacing d (rough) = {d:.3f} nm")
print(f"hbar*v = {hv:.4f} eV nm")
print(f"S = g1^2+U^2 = {g1**2 + U**2:.4f} eV^2")
print(f"sqrt(S) = {np.sqrt(g1**2 + U**2):.4f} eV")
print(f"inner energy at K = {at_K[0]:.4f} eV")
print(f"outer energy at K = {at_K[1]:.4f} eV")
print(f"ring p0 = {p0:.4f} eV")
print(f"ring radius q0 = {p0/hv:.4f} 1/nm")
print(f"band-edge energy = {gap/2:.4f} eV")
print(f"GAP = {gap:.4f} eV = {1000*gap:.1f} meV")
print(f"edge below K-point energy by {1000*(U/2 - gap/2):.1f} meV")
for u, value in table:
    print(f"minimized gap at U = {u:.2f} eV: {value:.4f} eV")
print(f"rough g3, g4, dimer shift = {g3:.2f}, {g4:.2f}, {shift:.2f} eV")
for name in ('g3', 'g4', 'shift', 'all'):
    change = 1000 * (lattice_gap[name] - lattice_gap['none'])
    print(f"gap change from {name}: {change:+.2f} meV")
print(f"lattice gap, all terms = {cmin2 - vmax2:.4f} eV")
print(f"smallest direct gap, all terms = {direct2:.4f} eV")
print(f"gap shift on doubling mesh = {1000*mesh_shift:+.4f} meV")
print(f"kT at 300 K = {kT:.5f} eV; gap/kT = {gap/kT:.2f}")
print(f"thermal electrons, U=0: {n_thermal[0.0]*1e14:.3e} cm^-2")
print(f"thermal electrons, U=0.25 eV: {n_thermal[U]*1e14:.3e} cm^-2")
print(f"thermal density ratio = {n_thermal[0.0]/n_thermal[U]:.1f}")
print(f"mid-gap Im p = {decay_p:.4f} eV")
print(f"mid-gap decay constant = {decay:.4f} 1/nm")
print(f"tunnel factor, {channel:.0f} nm channel = {tunnel:.2e}")
print(f"layer charge transfer n_s = {n_s*1e14:.3e} cm^-2")
print(f"n_s relative quadrature shift = {n_s_shift/n_s:.1e}")
print(f"share of n_s from p > 3 eV = {100*n_tail/n_s:.2f} %")
print(f"bare interlayer field U/(e d) = {10*U/d:.2f} MV/cm")
print(f"screening field e n_s/eps0 = {10*e_eps*n_s:.2f} MV/cm")
for eps in (1, 2):
    print(f"D/eps0, interlayer eps {eps}: {10*D[eps]:.2f} MV/cm")
    for name, kappa, limit in insulators:
        print(f"  {name} (kappa {kappa:.1f}) field {10*D[eps]/kappa:.2f}"
              f" MV/cm; rough breakdown {limit:.0f} MV/cm")
print("done: every assertion held")
```

Printed output:

```
layer energy difference U = 0.250 eV
dimer coupling g1 = 0.390 eV
in-plane hopping g0 (rough) = 3.10 eV
lattice constant a (rough) = 0.246 nm
layer spacing d (rough) = 0.335 nm
hbar*v = 0.6604 eV nm
S = g1^2+U^2 = 0.2146 eV^2
sqrt(S) = 0.4632 eV
inner energy at K = 0.1250 eV
outer energy at K = 0.4095 eV
ring p0 = 0.1634 eV
ring radius q0 = 0.2474 1/nm
band-edge energy = 0.1052 eV
GAP = 0.2105 eV = 210.5 meV
edge below K-point energy by 19.8 meV
minimized gap at U = 0.05 eV: 0.0496 eV
minimized gap at U = 0.10 eV: 0.0969 eV
minimized gap at U = 0.25 eV: 0.2105 eV
minimized gap at U = 0.50 eV: 0.3075 eV
minimized gap at U = 1.00 eV: 0.3633 eV
minimized gap at U = 8.00 eV: 0.3895 eV
rough g3, g4, dimer shift = 0.30, 0.14, 0.02 eV
gap change from g3: -15.84 meV
gap change from g4: -0.23 meV
gap change from shift: -0.20 meV
gap change from all: -16.38 meV
lattice gap, all terms = 0.1941 eV
smallest direct gap, all terms = 0.1949 eV
gap shift on doubling mesh = -0.0043 meV
kT at 300 K = 0.02585 eV; gap/kT = 8.14
thermal electrons, U=0: 5.902e+11 cm^-2
thermal electrons, U=0.25 eV: 7.524e+10 cm^-2
thermal density ratio = 7.8
mid-gap Im p = 0.1334 eV
mid-gap decay constant = 0.2019 1/nm
tunnel factor, 20 nm channel = 3.11e-04
layer charge transfer n_s = 4.895e+12 cm^-2
n_s relative quadrature shift = -9.1e-07
share of n_s from p > 3 eV = 4.71 %
bare interlayer field U/(e d) = 7.46 MV/cm
screening field e n_s/eps0 = 8.86 MV/cm
D/eps0, interlayer eps 1: 16.32 MV/cm
  high-k (kappa 20.0) field 0.82 MV/cm; rough breakdown 4 MV/cm
  low-k (kappa 3.9) field 4.18 MV/cm; rough breakdown 10 MV/cm
D/eps0, interlayer eps 2: 23.78 MV/cm
  high-k (kappa 20.0) field 1.19 MV/cm; rough breakdown 4 MV/cm
  low-k (kappa 3.9) field 6.10 MV/cm; rough breakdown 10 MV/cm
done: every assertion held
```
